# Substrate conductivity from the slope of a three-omega measurement

## Problem

A straight metal line on the surface of an electrically insulating wafer serves as both heater and thermometer. It carries a current \(I_0\cos\omega t\), with \(\omega=2\pi f\). The heat released per unit length then has a part that oscillates at \(2\omega\), with amplitude \(P=100\) W/m. The surface temperature under the line oscillates at the same frequency. Its in-phase amplitude \(X\) falls linearly with the natural logarithm of the frequency:

\[
\frac{dX}{d\ln f}=-0.1\ \text{K}.
\]

What is the thermal conductivity \(k\) of the wafer, and under what conditions does the slope determine it?

The line has width \(w=2b=10\) µm and the wafer has thickness \(d=400\) µm. The frequency runs from 1 to 10 kHz. The heat capacity per volume is \(C=2.6\) MJ/(m³ K), a rough value for gallium nitride. The wafer is taken as homogeneous and isotropic, the heating as uniform over the line, and heat loss to the air as zero.

## First estimate by scaling

During one thermal cycle heat spreads over a distance of order

\[
\ell=\sqrt{\frac{D}{2\omega}},\qquad D=\frac{k}{C}.
\]

Suppose \(b\ll\ell\ll d\). At distances \(r\) above \(b\) but well below \(\ell\) the temperature has time to follow the heating, so nearly all the heat passes through each half-cylinder of area \(\pi r\) per unit length:

\[
-k\frac{dT}{dr}\approx\frac{P}{\pi r}.
\]

Beyond \(\ell\) the oscillation dies out. Integration from \(b\) to \(\ell\), neglecting what remains at \(\ell\), gives

\[
X\approx\frac{P}{\pi k}\ln\frac{\ell}{b}.
\]

Since \(\ell\propto f^{-1/2}\), the logarithm changes by \(-\tfrac12\) per unit of \(\ln f\). The estimated slope is \(-P/(2\pi k)\), so

\[
k\approx\frac{100\ \text{W/m}}{2\pi\times0.1\ \text{K}}=159\ \text{W/(m K)}.
\]

The limits \(b\) and \(\ell\) were chosen only to within factors of order one. A constant factor in either adds a constant to \(X\) and leaves the slope alone. The full solution must show whether the missing factors really are constant, and which part of the complex temperature has this slope.

## Exact solution of the model

**Heating and signal.** Let \(R'\) be the resistance per length. Then

\[
I_0^2R'\cos^2\omega t=P(1+\cos2\omega t),\qquad P=\tfrac12 I_0^2R'.
\]

The amplitude \(P\) therefore equals the mean power per length, which is half the peak power. Write the oscillating temperature as

\[
\operatorname{Re}(Te^{2i\omega t})=X\cos2\omega t-Y\sin2\omega t,\qquad T=X+iY.
\]

The resistance rises by a fraction \(\alpha\) per kelvin. With \(V_0\) the voltage amplitude of the unheated line, the oscillating temperature adds the voltage

\[
V_0\alpha\cos\omega t\,(X\cos2\omega t-Y\sin2\omega t).
\]

The products of cosines and sines contain \(\tfrac12\cos3\omega t\) and \(\tfrac12\sin3\omega t\). To first order in \(\alpha\), the complex third-harmonic amplitude is thus \(V_{3\omega}=\tfrac12V_0\alpha T\), and its in-phase part gives \(X\).

**Point source.** Heat conduction obeys \(C\,\partial_tT=k\nabla^2T\). With the time factor \(e^{2i\omega t}\) this becomes

\[
\nabla^2T=q^2T,\qquad q^2=\frac{2i\omega}{D},\qquad q=\frac{e^{i\pi/4}}{\ell}.
\]

The root with positive real part is taken because the field must decay. For a source of amplitude \(Q\) at a point of the surface, the field depends on \(r\) alone and \((rT)''=q^2\,rT\), so \(T=Ae^{-qr}/r\). Its gradient is radial, and hence no heat crosses the free surface. The flux through a hemisphere is

\[
-k\,2\pi r^2\frac{dT}{dr}=2\pi kA(1+qr)e^{-qr}.
\]

It must tend to \(Q\) as \(r\to0\), which gives \(A=Q/(2\pi k)\).

**Line source.** For an infinitely long, thin line, add the sources \(P\,dy\) and substitute \(y=x\sinh u\):

\[
T(x)=\frac{P}{2\pi k}\int_{-\infty}^{\infty}\frac{e^{-q\sqrt{x^2+y^2}}}{\sqrt{x^2+y^2}}\,dy
=\frac{P}{\pi k}\int_0^\infty e^{-qx\cosh u}\,du
=\frac{P}{\pi k}K_0(qx).
\]

The last integral defines the modified Bessel function \(K_0\).

**Small argument.** For small \(z\), replace \(\cosh u\) by \(e^u/2\) in the exponent. The omitted factor differs from one by at most \(|z|e^{-u}/2\), so the error in the integral vanishes with \(z\). With \(s=(z/2)e^u\),

\[
K_0(z)\to\int_{z/2}^{\infty}\frac{e^{-s}}{s}\,ds\to-\ln\frac z2-\gamma\equiv\Lambda(z).
\]

The second limit follows by integration by parts, with \(\gamma=-\int_0^\infty e^{-s}\ln s\,ds=0.5772\). The result extends from positive \(z\) to complex \(z\) with positive real part by analytic continuation.

The next term follows from the field equation, which reads \(z^{-1}(zK_0')'=K_0\). Try \(K_0=\Lambda+z^2(a\Lambda+c)\). The operator on the left gives zero on \(\Lambda\), \(4\) on \(z^2\), and \(4\Lambda-4\) on \(z^2\Lambda\). Matching to \(\Lambda\) requires \(4a=1\) and \(4c-4a=0\), so

\[
K_0(z)\approx\Lambda(z)+\frac{z^2}{4}\left[\Lambda(z)+1\right].
\]

**Finite width.** The thermometer reads the average over the strip, and the heat also enters over the strip. We therefore average \(K_0(qs)\) over the separation \(s\) of two independent points in the width \(w\). The density of \(s\) is \((2/w)(1-s/w)\), and with \(v=s/w\)

\[
\langle\ln s\rangle=\ln w+2\int_0^1(1-v)\ln v\,dv=\ln(2b)-\frac32,
\]

\[
\langle s^2\rangle=2w^2\int_0^1(1-v)v^2\,dv=\frac{w^2}{6}=\frac{2b^2}{3}.
\]

The leading term becomes \(-\ln(q/2)-\gamma-\ln(2b)+\tfrac32=-\ln(qb)+\tfrac32-\gamma\). Since \(\ln q=-\ln\ell+i\pi/4\),

\[
T\approx\frac{P}{\pi k}\left[\ln\frac{\ell}{b}+\frac32-\gamma-\frac{i\pi}{4}\right].
\]

The missing factors are indeed constant at this order. Differentiating the real part gives

\[
\frac{dX}{d\ln f}=-\frac{P}{2\pi k},\qquad
k=\frac{P}{2\pi\,|dX/d\ln f|}=159.15\ \text{W/(m K)}=1.5915\ \text{W/(cm K)}.
\]

These digits show the arithmetic, not the accuracy. If the slope is known only to lie between 0.095 and 0.105 K in magnitude, \(k\) lies between 168 and 152 W/(m K).

The out-of-phase part gives a second route that needs no slope: \(Y=-P/(4k)\), here \(-0.157\) K. It is more sensitive to the width than the slope is. The full values of \(Y\) tabulated below return a \(k\) too high by 0.4% at 1 kHz and by 2.8% at 10 kHz.

**Leading width correction.** In the second term of \(K_0\), \(z^2=is^2/\ell^2\) is imaginary. It yields a real part only with the imaginary part \(-i\pi/4\) of \(\Lambda\):

\[
\operatorname{Re}\left\{\frac{is^2}{4\ell^2}\left(-\frac{i\pi}{4}\right)\right\}=\frac{\pi s^2}{16\ell^2}
\quad\Rightarrow\quad \frac{\pi\Omega}{24}\ \text{on average},\qquad \Omega=\frac{b^2}{\ell^2}.
\]

Because \(\Omega\propto f\), the slope becomes \(-(P/\pi k)(\tfrac12-\pi\Omega/24)\). The simple formula then returns

\[
k_{\rm app}\approx k\left(1+\frac{\pi\Omega}{12}\right).
\]

**Full width dependence.** For any \(b/\ell\), resolve the surface flux into waves \(\cos\lambda x\). Each wave decays into the wafer as \(\exp(-z\sqrt{\lambda^2+q^2})\), where \(z\) is now the depth. Its temperature is thus its flux divided by \(k\sqrt{\lambda^2+q^2}\). Averaging over the source strip and again over the thermometer strip gives two factors \(\sin(\lambda b)/(\lambda b)\):

\[
T=\frac{P}{\pi k}\int_0^\infty\left(\frac{\sin\lambda b}{\lambda b}\right)^2\frac{d\lambda}{\sqrt{\lambda^2+q^2}}.
\]

This is exact for a uniformly heated strip on a half-space. The values called full below come from it by numerical quadrature.

## Comparison of estimate and solution

With \(k=159.15\) W/(m K), \(D=61.2\) mm²/s and \(P/(\pi k)=0.2\) K. At 1 kHz, \(\ell=69.8\) µm, and the scaling estimate is

\[
X\approx0.2\ln\frac{69.8}{5}=0.527\ \text{K}.
\]

The constant \(\tfrac32-\gamma=0.923\) adds 0.185 K.

| \(f\) | \(\ell\) | \(X\), scaling | \(X\), logarithmic law | \(X\), full | \(Y\), full |
|---|---|---|---|---|---|
| 1 kHz | 69.8 µm | 0.527 K | 0.7118 K | 0.7119 K | −0.1565 K |
| 10 kHz | 22.1 µm | 0.297 K | 0.4815 K | 0.4828 K | −0.1528 K |

The estimate misses a quarter of the amplitude at 1 kHz and more than a third at 10 kHz, yet its slope is that of the logarithmic law. This is why the slope is the better quantity to use: a conductivity taken from \(X\) itself would inherit every error in the constant.

The full amplitudes at the two ends of the range give

\[
k_{\rm app}=\frac{100\times\ln10}{2\pi(0.71191-0.48284)}=160.0\ \text{W/(m K)},
\]

which is 0.5% above the value put in. The width correction accounts for this. At 1 kHz, \(\Omega=0.0051\) and the local excess is 0.13%, both from the formula and from the full solution. At 10 kHz the formula gives ten times as much. A straight-line fit to the full \(X\) at eleven frequencies, evenly spaced in \(\ln f\), gives 159.9 W/(m K). This fit is the reference for the comparisons below.

## Conditions on the reading

**Choice of signal.** With \(Y\) nearly constant, the modulus has the slope

\[
\frac{d|T|}{d\ln f}\approx\frac{X}{|T|}\frac{dX}{d\ln f},
\]

which is smaller in magnitude. Fitting \(|T|\) instead of \(X\) gives 164.7 W/(m K), 3% above the reference. Two other readings matter more. If the 0.1 K were per decade, \(k\) would be \(\ln10\) times larger, 366 W/(m K). If the peak power, 200 W/m, were inserted for \(P\), the result would double to 318 W/(m K).

**Back of the wafer.** An insulated back acts like image lines at distances \(2d\) above and below the surface, which add \((P/\pi k)\,2K_0(2qd)\) to leading order. A back held at fixed temperature reverses the sign. The size is governed by \(e^{-\sqrt2d/\ell}\), about \(3\times10^{-4}\) at 1 kHz. Either back changes the fitted \(k\) by about 0.01%. At lower frequency \(\ell\) approaches \(d\), and the logarithmic law fails.

**Ends of the line.** A point at distance \(a\) from an end lacks the contribution \((P/2\pi k)\int_a^\infty e^{-qy}\,dy/y\) of the absent heater. Averaging over a line of length \(L\gg\ell\) and exchanging the integrals gives \((P/2\pi k)/(qL)\) for each end, so for both ends

\[
\Delta T\approx-\frac{P}{\pi k}\frac{1}{qL}.
\]

The real part of \(1/q\) is \(\ell/\sqrt2\), which falls as \(f^{-1/2}\). The slope is therefore reduced by the fraction \(\ell/(\sqrt2L)\), or 4.9% at 1 kHz for \(L=1\) mm. A fit over the decade gives 164.7 W/(m K). Its agreement with the modulus result is accidental, since this error depends on \(L\) and the other does not. Voltage taps 1 mm apart in the middle of a 3 mm line restore 159.9 W/(m K).

**Direction of heat flow.** Let the conductivity be \(k_x\) across the line, within the surface, and \(k_z\) normal to the surface, both directions being principal axes. (With a cross term \(k_{xz}\), the product \(k_xk_z\) in the final result is replaced by \(k_xk_z-k_{xz}^2\).) The factor \(k\sqrt{\lambda^2+q^2}\) becomes \(\sqrt{k_z(k_x\lambda^2+2i\omega C)}\). Taking out \(\sqrt{k_xk_z}\) leaves the old form with \(D=k_x/C\), so the slope measures \(\sqrt{k_xk_z}\). Raising \(k_x\) alone by 30% raises the fitted value by 14%, to 182 W/(m K).

## The real case

The numbers are in the regime of a gold line on a semi-insulating gallium nitride wafer, whose conductivity near room temperature is roughly 200 W/(m K) and is lowered by defects and impurities. The heating is demanding. For a line 0.5 µm thick with a rough resistivity of 3 µΩ cm, \(R'=6\) kΩ/m and \(I_0=\sqrt{2P/R'}=183\) mA. The current density amplitude is 3.7 MA/cm², which as a direct current would raise concern about electromigration. With alternating current the drift of the atoms reverses every half-cycle and largely cancels. At fixed geometry, a quarter of the heating would halve the current density, but would also cut the temperature slope to a quarter. With inner taps 1 mm apart, \(V_0=1.10\) V. For \(\alpha\approx0.003\) per kelvin and perfect thermal contact, the in-phase third harmonic at 1 kHz is \(\tfrac12\times1.095\times0.003\times0.712\) V \(=1.17\) mV.

A real heater also stores heat and makes imperfect thermal contact. If the heat enters the wafer uniformly over the strip, a contact resistance of \(10^{-8}\) m² K/W, a rough value, adds \(10^{-8}P/w=0.1\) K to \(X\) at every frequency. By itself it then leaves the slope unchanged, although it is 14% of \(X\) at 1 kHz. The metal, with a rough heat capacity of 2.5 MJ/(m³ K), has \(c=1.25\times10^{-5}\) J/(m K) per unit length and withholds \(2i\omega cT\) from the wafer. If \(Z\) is the temperature per unit power of wafer and contact together, then \(T=Z(P-2i\omega cT)\), or

\[
T=\frac{PZ}{1+2i\omega cZ}.
\]

Including both effects lowers the fitted value from 159.9 to 158.3 W/(m K), about 1%. Finally, the mean power warms the line steadily. Summing the point sources with \(q=0\) over the 3 mm line gives 1.4 K between the inner taps, for a half-space. The wafer is much thinner than the line is long, so the mount sets the true value: a back held at ambient temperature gives about 1.1 K. If \(k\) varies roughly as the power \(-1.2\) of absolute temperature, a rise of 1.4 K above 300 K lowers \(k\) under the line by about 0.6%. The fitted value falls by about the same amount, although the bulk of the wafer is cooler. The product of the local \(k\) and the oscillating temperature obeys the field equation, so the slope reads \(k\) at the surface temperature under the line. Poor thermal contact between the wafer and its mount would add to the rise and to the change in \(k\). The warming also raises the resistance and with it the heating, an effect of second order in \(\alpha\) in \(V_{3\omega}\). For the 1.4 K rise it lowers the fitted \(k\) by about 1% if \(P\) is computed from the resistance of the unheated line, and by about 0.4% if the actual mean power is used. For this geometry and a well-cooled wafer, each of these effects changes the result for \(k\) by less than the 5% uncertainty in the slope assumed earlier.
